\section*{Why (001) backscattering from unstrained silicon detects only the normal phonon}

\section{The result}

Let $x,y,z$ be the cube axes of silicon, with $z$ normal to a (001) surface. Silicon has two atoms per primitive cell, and its Raman-active vibration moves one sublattice against the other by a relative displacement $\mathbf u$. Light enters along the normal with polarisation $\mathbf e_i$ and is collected along the normal with polarisation $\mathbf e_s$. A phonon whose displacement points along the real unit vector $\boldsymbol\xi$ then scatters with amplitude
\begin{equation}
 M(\boldsymbol\xi)=d\,\xi_z\left(e_{sx}^*e_{iy}+e_{sy}^*e_{ix}\right),
 \label{eq:result}
\end{equation}
where $d$ is a constant of the crystal at a given light frequency. It is taken as real; where the crystal absorbs the light it can be complex, and $d^2$ in the intensities below becomes $|d|^2$. The components $\xi_x$ and $\xi_y$ do not appear. Whatever is detected comes from motion along the surface normal, for any choice of the two polarisations.

The converse is not claimed. The bracket in \eqref{eq:result} can vanish, and then the normal phonon is dark as well.

The result holds for first-order, electric-dipole scattering by an ideal (001) crystal, with light travelling strictly along $z$ inside it. The phonon wavevector is taken as negligible on the atomic scale. It points along $z$ in this geometry, so the detected phonon is the longitudinal one.

\section{First derivation: the three Raman tensors}

\subsection{Form of the tensors}

To first order in $\mathbf u$, the polarisability of a cell changes by
\begin{equation}
 \delta\alpha_{ab}=\sum_c R_{ab,c}\,u_c,\qquad
 R_{ab,c}=\left.\frac{\partial\alpha_{ab}}{\partial u_c}\right|_{\mathbf u=0}.
 \label{eq:def}
\end{equation}
For each $c$ the numbers $R_{ab,c}$ form a matrix $R_c$. These are the three Raman tensors.

The surroundings of each atom have the symmetry of a tetrahedron. An operation $g$ of this group, centred on an atom, maps each sublattice onto itself, so it turns $\mathbf u$ into $g\mathbf u$. The polarisability must turn with it: $\alpha(g\mathbf u)=g\,\alpha(\mathbf u)\,g^{T}$. Differentiating at $\mathbf u=0$ gives
\begin{equation}
 R_{ab,c}=\sum_{a'b'c'}g_{aa'}g_{bb'}g_{cc'}R_{a'b',c'} .
 \label{eq:inv}
\end{equation}

Take first the half-turn about $z$, which reverses $x$ and $y$. Each index $x$ or $y$ contributes a factor $-1$ in \eqref{eq:inv}. A component can be nonzero only if it carries an even number of such indices, and since it has three indices in all, the number of $z$ indices must be odd. The half-turns about $x$ and $y$ likewise require odd numbers of $x$ and of $y$ indices. Three odd numbers that add up to three must each be one. Hence $a,b,c$ are all different.

Six components remain. The threefold rotation $x\to y\to z\to x$ gives
\begin{equation}
 R_{xy,z}=R_{yz,x}=R_{zx,y},\qquad R_{yx,z}=R_{zy,x}=R_{xz,y},
\end{equation}
and the mirror that exchanges $x$ and $y$ gives $R_{xy,z}=R_{yx,z}$. All six equal one constant $d$:
\begin{equation}
 R_x=d\begin{pmatrix}0&0&0\\0&0&1\\0&1&0\end{pmatrix},\quad
 R_y=d\begin{pmatrix}0&0&1\\0&0&0\\1&0&0\end{pmatrix},\quad
 R_z=d\begin{pmatrix}0&1&0\\1&0&0\\0&0&0\end{pmatrix}.
 \label{eq:tensors}
\end{equation}
Diamond-structure silicon also has inversion about the midpoint of a bond. Inversion reverses both displacements and exchanges the two sublattices, so their difference $\mathbf u$ is unchanged. The polarisability is unchanged too, and no further condition follows.

\subsection{Contraction with the polarisations}

The incident field induces an oscillating dipole proportional to $R(\boldsymbol\xi)\mathbf e_i$, with $R(\boldsymbol\xi)=\sum_c\xi_cR_c$. The analyser selects its component along $\mathbf e_s$. Dropping the common optical, frequency and population factors, the amplitude is
\begin{equation}
 M(\boldsymbol\xi)=\mathbf e_s^*\cdot R(\boldsymbol\xi)\,\mathbf e_i
 =\boldsymbol\xi\cdot\mathbf A,\qquad A_c=\mathbf e_s^*\cdot R_c\,\mathbf e_i .
\end{equation}
Multiplying out with \eqref{eq:tensors},
\begin{align}
 A_x&=d\,(e_{sy}^*e_{iz}+e_{sz}^*e_{iy}),\nonumber\\
 A_y&=d\,(e_{sz}^*e_{ix}+e_{sx}^*e_{iz}),\label{eq:A}\\
 A_z&=d\,(e_{sx}^*e_{iy}+e_{sy}^*e_{ix}).\nonumber
\end{align}
Every term of $A_x$ and $A_y$ contains a $z$ component of one of the light fields. Light travelling along $z$ is transverse, so $e_{iz}=e_{sz}=0$ and $A_x=A_y=0$. Only $\xi_zA_z$ survives, which is \eqref{eq:result}.

\subsection{Degenerate phonons}

In unstrained silicon the three vibrations share one frequency in the long-wavelength limit. Any three orthogonal directions $\boldsymbol\xi_j$ serve equally well as modes, so one may ask what it means to detect a particular one. The modes are independent and equally populated, hence their intensities add:
\begin{equation}
 \sum_{j=1}^{3}|\boldsymbol\xi_j\cdot\mathbf A|^2
 =\sum_{ab}A_a^*A_b\sum_j\xi_{ja}\xi_{jb}
 =\sum_{ab}A_a^*A_b\,\delta_{ab}=|\mathbf A|^2 .
 \label{eq:sum}
\end{equation}
The middle step uses the completeness of an orthonormal basis. The total does not depend on the basis, and in normal backscattering it equals $|A_z|^2$. A mode tilted away from $z$ is seen through its $z$ component, with weight $\xi_z^2$.

\subsection{Dependence on polarisation}

For linear polarisations at angles $\phi_i$ and $\phi_s$ from $x$, the bracket in \eqref{eq:result} is $\cos\phi_s\sin\phi_i+\sin\phi_s\cos\phi_i$, so
\begin{equation}
 I=d^2\,\xi_z^2\,\sin^2(\phi_i+\phi_s).
 \label{eq:angles}
\end{equation}
Parallel polarisers along a cube axis give zero; crossed polarisers along $x$ and $y$ give $d^2$ for $\xi_z=1$. Along the diagonals the roles are exchanged: parallel polarisers at $45^\circ$ give $d^2$, and crossed ones at $45^\circ$ and $-45^\circ$ give zero.

Without an analyser, both scattered polarisations are added. Since $R_z\mathbf e_i=d(e_{iy},e_{ix},0)$, the sum is $d^2(|e_{iy}|^2+|e_{ix}|^2)=d^2$. The normal phonon is then visible for every incident polarisation.

For circular light $\mathbf e_i=(1,i,0)/\sqrt2$, the choice $\mathbf e_s=\mathbf e_i$ gives a bracket $(i-i)/2=0$, while $\mathbf e_s=\mathbf e_i^*$ gives $(i+i)/2=i$ and intensity $d^2$. The scattered field therefore rotates about the fixed $z$ axis in the opposite sense to the incident one.

\section{Second derivation: stretching and turning four bonds}

The same result can be reached from a microscopic model, without an appeal to the symmetry group. Let the polarisability of a cell be the sum over its four bonds. A bond of length $r$ and direction $\mathbf n$ contributes $\alpha_t(r)\,\delta_{ab}+\gamma(r)\,n_an_b$, where $\alpha_t$ is its transverse polarisability and $\gamma$ the excess along the bond. At rest the length is $b$ and the directions are
\begin{equation}
 \tfrac{1}{\sqrt3}(1,1,1),\quad \tfrac{1}{\sqrt3}(-1,-1,1),\quad
 \tfrac{1}{\sqrt3}(1,-1,-1),\quad \tfrac{1}{\sqrt3}(-1,1,-1).
 \label{eq:bonds}
\end{equation}

The displacement changes each bond vector from $b\mathbf n$ to $b\mathbf n+\mathbf u$. To first order, its length and direction respond as
\begin{equation}
 \frac{\partial r}{\partial u_c}=n_c,\qquad
 \frac{\partial n_a}{\partial u_c}=\frac{\delta_{ac}-n_an_c}{b}.
\end{equation}
The second relation says that only the part of $\mathbf u$ perpendicular to the bond turns it. By the product rule, with a prime for the derivative with respect to $r$ at $r=b$,
\begin{align}
 \frac{\partial\alpha_{ab}}{\partial u_c}=\sum_{\rm bonds}\Big[&
 \alpha_t'\,n_c\,\delta_{ab}+\gamma'\,n_an_bn_c\nonumber\\
 &+\frac{\gamma}{b}\left(\delta_{ac}n_b+\delta_{bc}n_a-2n_an_bn_c\right)\Big].
 \label{eq:bondderiv}
\end{align}
The four directions in \eqref{eq:bonds} add to zero, so each term linear in $\mathbf n$ drops out:
\begin{equation}
 \frac{\partial\alpha_{ab}}{\partial u_c}
 =\left(\gamma'-\frac{2\gamma}{b}\right)\sum_{\rm bonds}n_an_bn_c .
 \label{eq:triple}
\end{equation}

Normally travelling light probes $a,b\in\{x,y\}$. If $c$ is also $x$ or $y$, three indices are drawn from two letters and at least two coincide. The square of any component is $1/3$, so the sum reduces to one third of $\sum n$ for the remaining index, which is zero. Motion in the surface plane therefore leaves the in-plane polarisability unchanged to first order.

If $c=z$, the entries with $a=b$ vanish for the same reason. For $a\neq b$, every bond in \eqref{eq:bonds} has $n_xn_yn_z=1/(3\sqrt3)$, and the four contributions add. The in-plane change is
\begin{equation}
 \delta\alpha_{\parallel}=d\,u_z\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad
 d=\frac{4}{3\sqrt3}\left(\gamma'-\frac{2\gamma}{b}\right).
 \label{eq:d}
\end{equation}
Placing this between $\mathbf e_s^*$ and $\mathbf e_i$, with $\mathbf u$ along $\boldsymbol\xi$, gives \eqref{eq:result} again.

The signs have a direct reading. The first two bonds in \eqref{eq:bonds} point upward and project onto the diagonal $[110]$; the other two point downward and project onto $[1\bar10]$. A positive $u_z$ stretches the upward pair and shortens the downward pair. If $\gamma'>0$, this raises the polarisability along $[110]$ and lowers it along $[1\bar10]$. The same motion turns the upward bonds towards the normal and the downward bonds towards the plane, which for $\gamma>0$ has the opposite effect. Hence the minus sign in \eqref{eq:d}.

\section{Numbers for the bond model}

Take the round parameters $b=4.5$ bohr, $\gamma=10$ bohr$^3$ and $\gamma'=6$ bohr$^2$. They are not fitted to silicon. Then
\begin{equation}
 d=\frac{4}{3\sqrt3}\left(6-\frac{2\times10}{4.5}\right)\text{ bohr}^2
 =1.197\text{ bohr}^2=0.335\text{ \AA}^2 .
\end{equation}
The turning term cancels about three quarters of the stretching term, so $d$ in this model is sensitive to the parameters; the selection rule is not. Tensors obtained by displacing the sublattice and differencing the polarisability were tested against \eqref{eq:tensors} with this $d$. The values are in the numerical output.

For $\phi_i=20^\circ$ and $\phi_s=40^\circ$, the normal phonon gives $\sin^2 60^\circ=0.75$ in units of $d^2$, and the $x$ and $y$ phonons give zero. A phonon along $(2,1,2)/3$ has $\xi_z^2=4/9$ and gives $(4/9)(0.75)=0.333$. Its in-plane displacement contributes nothing.

\section{What each derivation assumes}

The first derivation assumes tetrahedral symmetry and uses no microscopic model of how the electrons respond. It leaves $d$ undetermined. The second assumes that the polarisability is a sum of independent bond terms, which real electrons need not obey, and in return it expresses $d$ through bond properties. Its agreement with the first is expected, because the four bonds have the tetrahedral symmetry. Both assume a linear response to $\mathbf u$ and transverse light along $z$. These assumptions, together with the symmetry of the crystal, set the limits of the rule.

\subsection{Oblique rays}

Let a ray inside the crystal be tilted by $\theta$ in the $xz$ plane, and let the scattered light return along it. Incident light polarised in that plane has $\mathbf e_i=(\cos\theta,0,\sin\theta)$. With the analyser along $y$, \eqref{eq:A} gives $\mathbf A=d(\sin\theta,0,\cos\theta)$. The $x$ phonon now takes the share
\begin{equation}
 \frac{|A_x|^2}{|\mathbf A|^2}=\sin^2\theta=\frac{\sin^2\theta_{\rm ext}}{n^2},
\end{equation}
where the last step is Snell's law for a real refractive index $n$. With $\theta_{\rm ext}=30^\circ$ and a round $n=4$, the internal angle is $7.18^\circ$ and the share is $(0.5/4)^2=1.56\%$. This is the value for one ray, not an average over a lens aperture. A high index protects the rule by bending light towards the normal.

The leakage matters most where the normal phonon is dark. If the analyser also lies in the plane of incidence, $\mathbf e_s=\mathbf e_i$, then \eqref{eq:A} gives $\mathbf A=d(0,\sin2\theta,0)$. The signal is weak, but all of it comes from the $y$ phonon.

\subsection{Another surface}

The rule belongs to the (001) face, not to backscattering in general. For light along the (110) normal $(1,1,0)/\sqrt2$, transversality means $e_x+e_y=0$ for both polarisations. The phonon along that normal has amplitude
\begin{equation}
 \frac{A_x+A_y}{\sqrt2}=\frac{d}{\sqrt2}\left[e_{sz}^*(e_{ix}+e_{iy})
 +(e_{sx}^*+e_{sy}^*)e_{iz}\right]=0 .
\end{equation}
Here the normal phonon is the silent one. With $\mathbf e_i$ along $z$ and $\mathbf e_s=(1,-1,0)/\sqrt2$, one finds $\mathbf A=d(-1,1,0)/\sqrt2$: the phonon along $[1\bar10]$, in the surface plane, scatters with intensity $d^2$.

\subsection{Strain}

Absence of strain is sufficient for the rule but not necessary. Suppose that the half-turn about $z$ is the one symmetry left. It reverses $u_x$ and $u_y$, keeps $u_z$, and leaves the in-plane polarisability unchanged, because each in-plane component acquires two minus signs. That polarisability is then even under reversal of $(u_x,u_y)$, and its first derivatives with respect to $u_x$ and $u_y$ vanish. The vibrational energy cannot contain $u_xu_z$ or $u_yu_z$ either, so motion along $z$ remains a normal mode.

Biaxial strain in the surface plane and $xy$ shear both keep this axis, and the selection rule survives. The angular law \eqref{eq:angles} needs more: the half-turn about $x$, which forbids diagonal entries in $R_z$, is lost under $xy$ shear.

An $xz$ shear removes the half-turn about $z$. Take strain components $\epsilon_{xz}=\epsilon_{zx}=0.01$ in the bond model, with $\alpha_t'=2$ bohr$^2$ added to the parameters above and with $\alpha_t$ and $\gamma$ linear in $r$. The largest in-plane entry of $R_x$ and $R_y$ is then $R_{xx,y}$, of magnitude $0.070$ bohr$^2$, about 6\% of the unstrained $d$. The slope $\alpha_t'$, which drops out of $d$, supplies $0.031$ bohr$^2$ of it, and second derivatives of $\alpha_t$ and $\gamma$ would enter at the same order in the strain. This value refers to fields confined to the fixed $xy$ plane. The shear also tilts the surface normal by about $0.01$ rad, and it gives the dielectric tensor an $xz$ entry, so that a wave along $z$ is no longer strictly transverse. Through \eqref{eq:A}, each of these effects changes the leakage at the same order in the strain. The atoms were held at uniformly strained positions. The number therefore illustrates what symmetry allows and does not predict silicon's response.

The mixing of modes is a larger effect. Pure $xz$ shear preserves the mirror exchanging $x$ and $z$, so the two directions have equal force constants, and it preserves the half-turn about $y$, so $y$ stays separate. Any $x$--$z$ coupling then makes the modes $(1,0,\pm1)/\sqrt2$, provided no other splitting competes. Each has $\xi_z^2=1/2$ and, to leading order in the strain, carries half the intensity. If the two lines are resolved, neither belongs to a phonon polarised along the normal. If they are not, \eqref{eq:sum} restores the unstrained total to that order.

\section*{Computed values}
\begin{verbatim}
bond length b = 4.5 bohr
transverse polarisability = 8.0 bohr^3, slope = 2.0 bohr^2
anisotropy gamma = 10.0 bohr^3, slope gamma' = 6.0 bohr^2
tetrahedral operations = 24, free constants = 1
finite-difference R_x (bohr^2), rows x, y, z:
    0.00000   0.00000   0.00000
    0.00000   0.00000   1.19747
    0.00000   1.19747   0.00000
finite-difference R_y (bohr^2), rows x, y, z:
    0.00000   0.00000   1.19747
    0.00000   0.00000   0.00000
    1.19747   0.00000   0.00000
finite-difference R_z (bohr^2), rows x, y, z:
    0.00000   1.19747   0.00000
    1.19747   0.00000   0.00000
    0.00000   0.00000   0.00000
d from formula = 1.19747 bohr^2 = 0.33532 angstrom^2
intensities / d^2 of x, y, z phonons, normal backscattering:
   phi_i=  0 deg, phi_s=  0 deg: 0.0000  0.0000  0.0000
   phi_i=  0 deg, phi_s= 90 deg: 0.0000  0.0000  1.0000
   phi_i= 45 deg, phi_s= 45 deg: 0.0000  0.0000  1.0000
   phi_i= 45 deg, phi_s=-45 deg: 0.0000  0.0000  0.0000
   phi_i= 20 deg, phi_s= 40 deg: 0.0000  0.0000  0.7500
z phonon without analyser, intensity / d^2 = 1.0000
phonon along (2,1,2)/3: xi_z^2 = 0.4444
   its intensity / d^2 at 20 and 40 deg = 0.3333
circular e_i=(1,i,0)/sqrt2, z phonon intensity / d^2:
   e_s=e_i: 0.0000;  e_s=conj(e_i): 1.0000
tilted ray: outside 30.0 deg, index 4.0, inside 7.181 deg
   x-phonon share = 1.5625 percent
(110) surface, e_i=[001], e_s=[1,-1,0]/sqrt2, intensity / d^2:
   phonon along normal: 0.0000;  along [1,-1,0]: 1.0000
strain biaxial + xy, nonzero components of size 0.01:
   largest in-plane entry of R_x, R_y = 0.00000 bohr^2
   x-z force-constant coupling = 0.00000 (model units)
strain xz, nonzero components of size 0.01:
   largest in-plane entry of R_x, R_y = 0.06956 bohr^2
   x-z force-constant coupling = 0.11999 (model units)
\end{verbatim}
